# Area scaling of oxide breakdown: why Weibull persists and lognormal does not

## The symmetry that fixes the law

Weakest-link statistics alone do not select a lifetime law; an added scaling assumption does. Suppose that a change of area by a factor $n$ only rescales the lifetime, by a factor $c(n)$. Two successive changes, $n$ and then $m$, must equal the single change $nm$, so $c(nm)=c(n)c(m)$. A monotone function with this property is a power of $n$.

Now suppose the oxide fails at its first breakdown and its parts are statistically independent. A device of area $nA_0$ survives only if all its parts survive:

$$S_n(t)=S(t)^n,\qquad H_n(t)=nH(t),\qquad H\equiv-\ln S. \tag{1}$$

Here $S$ is the survival probability at area $A_0$. The cumulative hazard $H$ is proportional to area, while time is rescaled by a power of area. Both hold together if $H$ is a power of time, which is the Weibull law:

$$S(t)=\exp\left[-(t/\eta)^\beta\right]. \tag{2}$$

Equation (1) does not forbid other laws at one chosen area: any survival function raised to the power $n$ is again a survival function. What a lognormal law cannot do is keep its form when the area changes. An engineer who calls the test capacitors lognormal, and also calls the products lognormal, contradicts the weakest-link assumption.

## Weibull: a vertical shift is a horizontal shift

Let $x=\ln t$ and define the Weibull ordinate $W=\ln H=\ln(-\ln S)$. The logarithm of (1) is

$$W_n(x)=W(x)+\ln n. \tag{3}$$

A larger area raises the whole curve by $\ln n$, whatever its shape. For (2), $W=\beta(x-\ln\eta)$, and therefore

$$W_n=\beta(x-\ln\eta)+\ln n=\beta\left[x-\left(\ln\eta-\frac{\ln n}{\beta}\right)\right].$$

This is a line of the same slope with a new scale,

$$\eta_n=\eta\,n^{-1/\beta}. \tag{4}$$

A small $\beta$ means widely scattered lifetimes. A larger area then has more chance of containing a very early failure, so its lifetime falls more steeply with area.

**Uniqueness.** Consider continuous laws with $S$ strictly decreasing from 1 to 0 over $0<t<\infty$, and let the area change shift and stretch $\ln t$:

$$S(e^x)^n=S(e^{ax+b}),\qquad a>0.$$

If $a\ne1$, the point $x_*=b/(1-a)$ satisfies $ax_*+b=x_*$. There $S^n=S$ with $0<S<1$, which is impossible for $n\neq1$. Hence $a=1$. Writing the remaining shift as $s(n)$,

$$W(x+s(n))=W(x)+\ln n. \tag{5}$$

Applying (5) twice gives $W(x+s(n)+s(m))=W(x)+\ln(nm)=W(x+s(nm))$. Since $W$ is strictly increasing, $s(nm)=s(n)+s(m)$, and $s$ increases with $n$. Additivity makes $s$ linear in $\ln n$ for rational multiples, and monotonicity extends this to all values, so $s=\ln n/\beta$ with $\beta>0$. Setting $x=0$ in (5) gives $W(\ln n/\beta)=W(0)+\ln n$. Any real $y$ can be written as $\ln n/\beta$, so $W(y)=W(0)+\beta y$. This is the Weibull line, with $\ln\eta=-W(0)/\beta$.

The argument above uses all area ratios; a single ratio would not be enough. With time measured in units of $\eta$, take

$$W(x)=\beta x+0.2\sin\left(\frac{2\pi\beta x}{\ln10}\right).$$

It is increasing, because $0.2\times2\pi/\ln10=0.55<1$. A shift $\ln10/\beta$ advances the sine by one full period, so (5) holds for $n=10$. For $n=2$ and $\beta=1.3$, the shift in $\ln t$ needed to reproduce the area change varies by about 0.49 along the curve. Areas spaced by decades cannot detect such a ripple through their shifts; an intermediate area can.

## Lognormal: the contradiction in two steps

A lognormal law has failed fraction $F=1-S=\Phi(z)$, with $z=(x-\mu)/\sigma$, where $\Phi$ is the standard normal distribution function and $\phi$ its density. Take $n>1$; for $n<1$, exchange the two areas. Suppose the larger area were also lognormal, with parameters $\mu'$ and $\sigma'$.

**Different widths.** If $\sigma'\ne\sigma$, the two straight lines on a normal-probability plot cross where

$$\frac{x_*-\mu}{\sigma}=\frac{x_*-\mu'}{\sigma'}\quad\Rightarrow\quad x_*=\frac{\sigma'\mu-\sigma\mu'}{\sigma'-\sigma}.$$

At this finite $x_*$ both areas have the same survival, strictly between 0 and 1. Equation (1) would again require $S^n=S$, which is impossible. The widths must agree.

**Equal widths.** Then $F_n=\Phi(z+d)$ with $d=(\mu-\mu')/\sigma$, and $d>0$ because the larger area fails sooner. Equation (1) fixes the early ratio:

$$\frac{F_n}{F}=\frac{1-(1-F)^n}{F}\longrightarrow n\qquad(F\to0). \tag{6}$$

To find what a shift gives, note that for $y\le z<0$ we have $y/z\ge1$. Hence

$$\Phi(z)=\int_{-\infty}^{z}\phi(y)\,dy\le\frac1z\int_{-\infty}^{z}y\phi(y)\,dy=-\frac{\phi(z)}{z}=\frac{\phi(z)}{|z|},$$

where $y\phi=-d\phi/dy$ was used. Thus $d\ln\Phi/dz=\phi/\Phi\ge|z|$. Integrating from $z$ to $z+d$, with $z+d<0$,

$$\ln\frac{\Phi(z+d)}{\Phi(z)}\ge\int_z^{z+d}|y|\,dy=d|z|-\frac{d^2}{2}. \tag{7}$$

The right side grows without limit as $z\to-\infty$, while (6) demands the finite value $\ln n$. No lognormal law satisfies both.

For $n=1000$, the shift that makes the medians agree is $d=3.198$. At $z=-10$ the logarithm in (7) is 27.24, above its lower bound of 26.86, whereas weakest link allows no more than $\ln1000=6.91$. A shifted lognormal misstates the early tail even when its median is right.

The same fact appears as curvature on a Weibull plot. Differentiating $W=\ln[-\ln(1-\Phi)]$ gives the local slope

$$\frac{dW}{dx}=\frac{\phi(z)}{\sigma[1-\Phi(z)]\{-\ln[1-\Phi(z)]\}}\approx\frac{|z|}{\sigma}\qquad(z\to-\infty), \tag{8}$$

because $1-\Phi\to1$, $-\ln(1-\Phi)\approx\Phi$ and $\phi/\Phi\approx|z|$ there. The last relation follows from l'Hôpital's rule: $\phi/|z|$ and $\Phi$ both vanish as $z\to-\infty$, and their derivatives, $\phi(1+1/z^2)$ and $\phi$, have a ratio that tends to 1. A larger area samples earlier times, where the curve is steeper. Its apparent Weibull slope therefore depends on area.

## Where a Weibull law can come from

Consider an oxide made of $N$ independent columns, each with $k$ sites. A site is defective by time $t$ with probability $p=1-\exp[-(t/\tau)^\alpha]$, and a column conducts when all $k$ sites are defective. Then

$$H=-N\ln(1-p^k)\approx Np^k\approx N(t/\tau)^{k\alpha}. \tag{9}$$

The first approximation needs $p^k\ll1$ and the second $p\ll1$. This is a Weibull law with $\beta=k\alpha$. The single column is not Weibull, but a device of many columns fails while each column is still in its early power-law regime. With $\alpha$ fixed, a thinner oxide has fewer sites per column and a smaller $\beta$.

For $k=2$ and $\alpha=0.65$, equation (9) predicts $\beta=1.3$ and a median ratio $4^{1/1.3}=2.905$ between 400 and 1600 columns. The unapproximated $H=-N\ln(1-p^k)$ gives a ratio of 2.951, and a slope of 1.288 between 10 % and 90 % failures for the larger size. Simulating 4000 devices of each size gave 2.935 and 1.295, with sampling noise. Lognormal parts behave differently: by (8), their early failure probability has no fixed power of time.

## How large the difference is

Take a gate oxide 2 nm thick, stressed at 2.9 V, with $\beta=1.3$ and $\eta=1000$ s for capacitors of $10^{-4}$ cm². The product has 0.1 cm² of gate area, so $n=1000$. All lifetimes below are at the stress voltage.

The rival lognormal is given the same mean and standard deviation of $\ln t$. For a Weibull lifetime, $u=(t/\eta)^\beta$ has the density $e^{-u}$, so the average of $u^q$ is $\Gamma(1+q)$. The expansion $\ln\Gamma(1+q)=-\gamma q+\pi^2q^2/12+\dots$ shows that $\ln u$ has mean $-\gamma=-0.577$ and variance $\pi^2/6$. With $\ln t=\ln\eta+(\ln u)/\beta$ and $t$ in seconds,

$$\mu=\ln1000-\frac{0.577}{1.3}=6.464,\qquad \sigma=\frac{\pi}{1.3\sqrt6}=0.987.$$

At the test area the two failed fractions differ by at most 0.071. For 50 devices drawn from a fully specified law, the largest gap between the sampled and true fractions stays below 0.188 in 95 % of samples. The difference is thus smaller than ordinary sampling scatter by this measure. A sharper statistic does better: choosing the law with the larger maximized likelihood picks the right one in about 90 % of samples of 50, which still leaves about one wrong choice in ten.

Let the target be $F=10^{-4}$ for products. By (1), the corresponding fraction at the test area is $1-(1-F)^{1/n}\approx F/n=10^{-7}$, or $z=-5.199$. The two predictions are

$$t_{\rm W}=1000\,(10^{-7})^{1/1.3}=4.1\times10^{-3}\ \text{s},$$

$$t_{\rm LN}=\exp(6.464-0.987\times5.199)=3.8\ \text{s}.$$

They differ by a factor of about 920. If lifetime varies as $V^{-40}$, a rough local rule for such oxides, that factor is worth a voltage ratio of $921^{1/40}=1.19$. The medians differ less: 3.7 s for Weibull and 27 s for the scaled lognormal. Most of the disagreement lies in a tail that the test capacitors did not sample.

The value 3.8 s correctly applies (1) to a lognormal test population; the resulting product law is not lognormal. Its effective $\sigma$ is 0.391 between 10 % and 50 % failures, but 0.280 between 50 % and 90 %. A new lognormal drawn through its 10 % and 90 % points has $\sigma=0.336$ and gives 7.3 s at the target, 1.9 times the correctly scaled value. This new line crosses the test-area line at $z=-4.956$, where both give $F=3.6\times10^{-7}$. Weakest link demands $3.6\times10^{-4}$ for the product there. At still earlier times the redrawn line makes the product more reliable than one of its thousand parts.

## What disturbs the comparison

**Slope error.** With $\eta$ held fixed, lowering $\beta$ from 1.3 to 1.2 multiplies $t_{\rm W}$ by 0.356. The small exponent error acts on a factor of $10^{-7}$, so precision in $\beta$ matters more here than precision in $\eta$.

**Thickness shared by a chip.** Suppose all parts of one chip have their lifetimes multiplied by $e^Y$, where $Y$ is normal with mean zero and standard deviation $s$. The parts are then independent only for given $Y$. Since

$$\ln t_n=Y+\ln t_n^{(0)},$$

where $t_n^{(0)}$ is the lifetime without this variation, the distribution still shifts by $-\ln n/\beta$. A simulation with 100 parts and $s=0.4$ gave a shift of 3.56, against $\ln100/1.3=3.54$. However, $S_n\ne S^n$ after averaging over chips, and the averaged law is not Weibull. Its early part is $F\approx n(t/\eta)^\beta\langle e^{-\beta Y}\rangle$, so a Weibull law matching it would have survival $\exp(-n(t/\eta)^\beta\langle e^{-\beta Y}\rangle)$. The true average of the exponential is larger, because the exponential is convex.

With $\langle e^{-\beta Y}\rangle=e^{\beta^2s^2/2}$, the time at fixed small $F$ is multiplied by $e^{-\beta s^2/2}$. If a relative thickness change acts like an equal and opposite relative voltage change, a spread of 0.02 nm gives $s=40\times0.02/2=0.4$ and a factor of 0.90 with $\beta$ held fixed. If $\beta$ is also proportional to thickness, as the column model suggests, a small relative thickness change $\delta$ changes $\ln t$ at the target by about $(40+16.1/1.3)\delta=52\delta$, where $16.1=-\ln10^{-7}$. The effective $s$ is then 0.52 and the factor about 0.84. This assumes that the $40\delta$ describes $\eta$ at the test area. In the column model, lines of different $\beta$ pivot at $\tau$. If the $40\delta$ describes $\tau$ instead, 16.1 becomes $16.1+\ln N$, and for $N=10^{10}$ columns in the test area the factor is about 0.73.

**Series resistance.** Leakage of 10 A/cm² through 10 Ω drops 10 mV at the test area. The oxide sees less voltage, and its lifetime is overstated by $(1-0.010/2.9)^{-40}=1.15$. At ten times the area the nominal drop is 100 mV and the factor is 4.07. The true lifetime should fall by $10^{1/1.3}=5.88$, but the measured fall would be only $5.88\times1.15/4.07\approx1.66$. Read through (4), this would imply $\beta=\ln10/\ln1.66\approx4.5$. These estimates keep the leakage density at its nominal value; it falls with voltage, so the actual drops are smaller and the apparent $\beta$ lies between 1.3 and 4.5. The result is sensitive to this: a drop of 75 mV instead of 100 mV at the larger area would give about 2.7. At the full product area the nominal drop is 10 V, more than the supply, and the estimate loses meaning. Such an area cannot be stressed as one capacitor through this resistance under the intended conditions.

**Temperature.** With an activation energy of 0.6 eV, a device 2 K hotter than 398 K has its lifetime divided by 1.09.

**The real case.** The values of $\beta$, leakage and voltage exponent are rough ones for silicon-oxide gates near 2 nm under accelerated stress; $\eta$ and the areas are round choices. The nominal field, 14.5 MV/cm, divides the whole gate voltage by the thickness and ignores potential drops in the electrodes, so the oxide field is lower. Real oxides can break the assumption of identical, independent parts through thickness variation, local process defects and edges. Relative to the variation-free law, the shared thickness variation above shortens the target time by about 10 % at fixed $\beta$, or by about 16 to 27 % if $\beta$ is proportional to thickness. Its effect on a fit is larger. If the test capacitors come from different chips with $s=0.4$, a maximum-likelihood Weibull fit returns $\beta\approx1.13$ instead of 1.3, and the extrapolated target time is about five times shorter than the true one. A separate population of defects could move it much further, and is not sized here. A circuit may also survive a first soft breakdown, in which case first-breakdown statistics understate its life.

## What to do with test data

Measure several areas, including ratios that are not powers of ten, with oxide voltage and temperature held equal. Correct for series resistance first, or use areas small enough that the drop is negligible.

Then plot $W-\ln(A/A_0)$ against $\ln t$. By (3), independent identical parts put all areas on one curve, whatever its shape. This examines weakest-link scaling without assuming Weibull; straightness of the common curve examines Weibull separately. If the curves coincide after horizontal shifts but not after the vertical ones, variation shared within each chip is a possible cause.

Next compare two values of $\beta$: the slope at one area, and the value from the medians,

$$\beta_A=\frac{\ln n}{\ln(t_{50,1}/t_{50,n})}.$$

For the Weibull example, $\beta_A=6.908/\ln(754.3/3.714)=1.30$, equal to the plotted slope. For the lognormal, $\beta_A=6.908/\ln(641.5/27.36)=2.19$, whereas the local slopes at the two medians are 1.17 and 3.52. At the product target the local slope is 5.45. Such a mismatch is a warning against a straight-line extrapolation when it exceeds the sampling error of the two values. A small area ratio makes the error of $\beta_A$ large, so agreement there is weak evidence for a Weibull law.

If a lognormal describes the test area well, its product prediction should be computed from $S^n$, not from a second lognormal. Even then, the result rests on a tail near $10^{-7}$ that 50 capacitors do not reach. Larger total tested area shortens that extrapolation; a good fit near the median does not replace it. The remaining digits are in the numerical output below. One entry there deserves a comment: 20,000 simulated minima of 100 Weibull parts differ from (4) by a largest gap of 0.0102. Sampling alone gives a gap that large in about 3 % of such runs, so the value is on the high side, but (4) itself follows algebraically from (1) and (2).

## Numbers as computed

```
Weibull slope beta = 1.3, scale eta = 1000 s
test area = 1e-04 cm2, product area = 0.1 cm2
area ratio n = 1000, ln n = 6.908
oxide = 2.0 nm, stress = 2.9 V
nominal field V/t_ox = 14.5 MV/cm
matched lognormal: mu = 6.4637 (t in s), sigma = 0.9866
lognormal median at test area = 641.5 s
Weibull median at test area = 754.3 s
largest gap of the two F(t) at test area = 0.0707
95 % sampling gap, 50 devices, known law = 0.188
Weibull scale at product area = 4.924 s
product median: Weibull = 3.714 s
product median: scaled lognormal = 27.36 s
product failed-fraction target = 1e-04
same target at test area = 1.0000e-07
z of that fraction = -5.1993
time to target: Weibull = 4.125e-03 s
time to target: scaled lognormal = 3.797 s
ratio lognormal/Weibull = 921
voltage exponent = 40
voltage factor worth that ratio = 1.186
scaled lognormal, sigma from 10-50 % = 0.3912
scaled lognormal, sigma from 50-90 % = 0.2801
redrawn lognormal sigma = 0.3357
redrawn lognormal, time to target = 7.312 s
crossing of probit lines: z = -4.956
F on both lines at crossing = 3.600e-07
F demanded by weakest link there = 3.599e-04
median-matching shift d = 3.1976
ln[Phi(z+d)/Phi(z)] at z=-10 = 27.24
lognormal local slope, test median = 1.167
lognormal local slope, product median = 3.516
lognormal local slope, product target = 5.453
simulated Weibull minima, 100 parts: CDF gap = 0.0102
ripple amplitude 0.2: ln t shift spread, n=10: 2.8e-14
ripple: ln t shift spread, n=2: 0.486
column model: k = 2, alpha = 0.65, 400 and 1600 columns
column median ratio = 2.935, law 2.905
column model slope, 1600 columns = 1.295
slope lower by 0.1: target time factor = 0.356
chip thickness sd 0.02 nm: ln-lifetime sd = 0.40
thickness: target time factor = 0.901
shared factor, 100 parts: ln t shift = 3.564
law ln(100)/beta = 3.542
leakage = 10 A/cm2, series R = 10 ohm
drop at test area = 10 mV, time x 1.148
drop at 10x area = 100 mV, time x 4.07
weakest-link time divisor at 10x area = 5.88
nominal drop at product area = 10.0 V
E_act = 0.6 eV, T = 398.15 K, offset = 2 K
lifetime divisor from temperature offset = 1.091
```
